# Vineyard's Harmonic Jump Rate from Normal Modes at Minimum and Saddle, part 1

(Sections cited here and not found follow in the second part.)

## First half: from thermal flux to Vineyard's formula

### 1. What a barrier alone leaves open

An electronic-structure calculation of an atomic jump yields an energy barrier \(\Delta V\). A diffusion or layer-growth model needs a rate, in jumps per second. The Boltzmann factor \(e^{-\Delta V/k_BT}\) has no unit, so it must be multiplied by a frequency, and the barrier does not say which one. A solid has many vibrational frequencies. The jumping atom takes part in several of them, its neighbours move during the jump, and the vibrations change on the way to the saddle. Choosing one frequency as the "attempt frequency" leaves the rate uncertain by an unknown factor, and it gives no answer to the question of how the rate depends on the mass of a neighbour.

Vineyard's formula answers both questions. If \(\nu_i\) are the normal-mode frequencies at the minimum and \(\nu'_j\) the real ones at the saddle, then

\[
\Gamma=\frac{\prod_{i=1}^{n}\nu_i}{\prod_{j=1}^{n-1}\nu'_j}\;e^{-\Delta V/k_BT}. \tag{1}
\]

The saddle has one more mode, which is unstable and does not appear in the product. These notes derive the formula, including the reason for that omission and the conditions under which the result holds.

### 2. Setting and assumptions

Let \(x_1,\dots,x_n\) be the Cartesian coordinates of the atoms, \(m_i\) the mass belonging to coordinate \(x_i\), and \(V(x)\) the potential energy. For a jump in a solid, \(V\) is the electronic ground-state energy as a function of the nuclear positions. The algebra uses atomic units, in which \(\hbar=1\), and \(\beta=1/k_BT\) is an inverse energy. For the present, some atoms are held by a fixed frame, so that no coordinate can be shifted without a change of energy. Free translations are treated in Section 10.

The assumptions are these.

- \(V\) has a minimum A and a neighbouring saddle S. All curvatures at A are positive. At S one is negative and \(n-1\) are positive.
- The nuclei move classically.
- The system in A is in thermal equilibrium, and \(k_BT\) is small against \(\Delta V=V_S-V_A\).
- A trajectory that passes the saddle region settles on the far side before it can return.

The third assumption makes escape from the equilibrated well a rare event. Low temperature alone does not make the system forget how it entered A. For that it must also pass its excess energy to the rest of the solid before it can leave again. The fourth allows crossings of a suitably chosen surface to be counted as completed jumps. Section 7 makes that choice.

The rate \(\Gamma\) refers to one saddle. If A is surrounded by \(p\) equivalent saddles, the exits are separate and their fluxes add, so the total escape rate is \(p\,\Gamma\).

### 3. Mass-weighted coordinates

The kinetic energy \(\tfrac12\sum_i m_i\dot x_i^2\) treats the coordinates unequally. Define

\[
q_i=\sqrt{m_i}\,x_i ,\qquad p_i=\dot q_i .
\]

Then \(m_i\dot x_i^2=\dot q_i^2\), and the energy is

\[
H=\tfrac12\sum_i p_i^2+V(q).
\]

All directions in \(q\)-space now carry the same unit mass, so the axes can be rotated without changing the form of the kinetic energy. The change of variables multiplies every volume element by the same constant, which cancels in ratios.

Let \(\Phi_{ij}=\partial^2V/\partial x_i\partial x_j\) be the Hessian. Since \(\partial/\partial q_i=m_i^{-1/2}\,\partial/\partial x_i\), the curvature matrix in the new coordinates is

\[
K_{ij}=\frac{\partial^2V}{\partial q_i\partial q_j}=\frac{\Phi_{ij}}{\sqrt{m_im_j}} . \tag{2}
\]

It is real and symmetric, so it has orthonormal eigenvectors \(e_a\) with real eigenvalues \(\lambda_a\). Let \(Q_a=e_a\cdot q\), with \(q\) measured from the stationary point. To second order the energy is \(V=V_{\rm stat}+\tfrac12\sum_a\lambda_aQ_a^2\), and Newton's equation reads \(\ddot Q_a=-\lambda_aQ_a\).

At A all eigenvalues are positive, and we write \(\lambda_i=\omega_i^2\). At S there are \(n-1\) positive ones, \(\omega_j'^2\), and one negative one, written

\[
\lambda_0=-\gamma^2,\qquad \gamma>0 .
\]

The frequency of this mode is the imaginary number \(\omega_u=i\gamma\), so \(\gamma=|\omega_u|\). It is the rate constant of exponential departure from the saddle, and nothing oscillates with it.

### 4. The rate as a one-way flux

Measure \(q\) from S and place a plane through S,

\[
s\equiv u\cdot q=0,\qquad |u|=1,
\]

with \(u\) pointing away from A. The plane is needed near S alone. Farther away the boundary of A may bend to follow the ridge of the potential, because the Boltzmann weight there is much smaller than at S. The direction of \(u\) is left open for now.

Consider many copies of the system, distributed over A with the weight \(e^{-\beta H}\). A copy with velocity \(v=\dot s>0\) crosses the plane during \(dt\) if it lies within the distance \(v\,dt\) in front of it. The number of crossings per unit time, divided by the number of copies in A, is therefore

\[
\Gamma_u=\frac{\int dp\int dq\;\delta(u\cdot q)\,v\,\Theta(v)\,e^{-\beta H}}{\int dp\int_A dq\;e^{-\beta H}} , \tag{3}
\]

where \(\Theta\) is the unit step function.

The momentum integrals come first. Rotate the momentum axes so that one of them lies along \(u\). The component along it is \(v\), and the other \(n-1\) Gaussian integrals are the same above and below and cancel. What remains is the thermal average of \(v\,\Theta(v)\), in which backward velocities count as zero:

\[
\frac{\int_0^\infty v\,e^{-\beta v^2/2}\,dv}{\int_{-\infty}^{\infty}e^{-\beta v^2/2}\,dv}
=\frac{1/\beta}{\sqrt{2\pi/\beta}}=\frac{1}{\sqrt{2\pi\beta}} .
\]

The numerator follows from \(v\,e^{-\beta v^2/2}=-\beta^{-1}\,d\,e^{-\beta v^2/2}/dv\). Hence

\[
\Gamma_u=\frac{1}{\sqrt{2\pi\beta}}\;
\frac{\int dq\,\delta(u\cdot q)\,e^{-\beta V}}{\int_A dq\,e^{-\beta V}} . \tag{4}
\]

The first factor is half the mean speed \(\langle|v|\rangle\) along \(u\), because only forward motion counts. The second is the probability per unit length of being found at the plane. No harmonic approximation has been made so far.

### 5. The integral over the well

At low temperature the weight \(e^{-\beta V}\) in A is concentrated near the minimum, where \(V\approx V_A+\tfrac12\sum_i\omega_i^2Q_i^2\). The rotation from \(q\) to \(Q\) has unit Jacobian. Each \(Q_i\) may be integrated from \(-\infty\) to \(\infty\), because the added tails are exponentially small. With

\[
\int_{-\infty}^{\infty}e^{-\beta\omega^2Q^2/2}\,dQ=\sqrt{\frac{2\pi}{\beta}}\;\frac1\omega
\]

for each mode, the well integral is

\[
\int_A dq\,e^{-\beta V}\approx e^{-\beta V_A}\left(\frac{2\pi}{\beta}\right)^{n/2}\prod_{i=1}^{n}\frac1{\omega_i}. \tag{5}
\]

A stiff mode has a large \(\omega_i\) and occupies little room. The factor \(1/\omega_i\) is proportional to the thermal width of the mode.

### 6. The integral over the plane

Near S the potential is \(V_S+\tfrac12q^{T}K_Sq\), which falls off along the unstable direction. The plane integral converges only if the plane avoids that descent, so that \(V\) rises in all directions within the plane. We call such a plane confining.

Choose orthonormal axes with the first one along \(u\) and the rest within the plane. In these axes

\[
K_S=\begin{pmatrix}\alpha & b^{T}\\ b & P\end{pmatrix},
\]

where \(P\) is the \((n-1)\times(n-1)\) curvature matrix within the plane. It is positive definite for a confining plane. The delta function sets the first coordinate to zero, so \(\alpha\) and \(b\) drop out. Diagonalizing \(P\) and using the Gaussian integral for each of its modes gives

\[
\int dq\,\delta(u\cdot q)\,e^{-\beta V}\approx e^{-\beta V_S}\left(\frac{2\pi}{\beta}\right)^{(n-1)/2}\frac{1}{\sqrt{\det P}} . \tag{6}
\]

To express \(\det P\) through the modes of the saddle, recall that an element of an inverse matrix is a cofactor divided by the determinant. The cofactor of the first diagonal element of \(K_S\) is \(\det P\), so

\[
u^{T}K_S^{-1}u=\frac{\det P}{\det K_S}
\quad\Longrightarrow\quad
\det P=\det K_S\;\,u^{T}K_S^{-1}u . \tag{7}
\]

Both factors on the right are negative. The determinant contains one negative eigenvalue,

\[
\det K_S=-\gamma^2\prod_{j=1}^{n-1}\omega_j'^2 ,
\]

and \(\det P\) is positive, which forces \(u^{T}K_S^{-1}u<0\).

Now expand \(u\) in the eigenvectors of \(K_S\): \(u=c_0e_0+\sum_jc_je_j\), with \(c_0^2+\sum_jc_j^2=1\). The inverse matrix has the same eigenvectors and the reciprocal eigenvalues, so

\[
u^{T}K_S^{-1}u=-\frac{c_0^2}{\gamma^2}+\sum_j\frac{c_j^2}{\omega_j'^2}.
\]

Multiplication by \(\det K_S\) gives

\[
\det P=F\prod_j\omega_j'^2,\qquad
F=-\gamma^2\,u^{T}K_S^{-1}u=c_0^2-\gamma^2\sum_j\frac{c_j^2}{\omega_j'^2}. \tag{8}
\]

### 7. Choosing the plane and collecting the factors

Insert \(c_0^2=1-\sum_jc_j^2\) into (8):

\[
F=1-\sum_jc_j^2\left(1+\frac{\gamma^2}{\omega_j'^2}\right)\le1 .
\]

Equality holds when every \(c_j\) vanishes, that is, when \(u=e_0\). The flux contains \(1/\sqrt{\det P}\propto1/\sqrt F\), so it is least for the plane normal to the unstable mode in mass-weighted coordinates. Any tilt increases it.

The least flux is the right one to take. Each completed jump must cross every dividing surface at least once, but it may cross some surfaces several times, and returning trajectories may cross as well. Formula (3) counts each forward crossing. It can therefore overcount the jumps, but it cannot miss any. Section 8 shows that the excess vanishes for \(u=e_0\) within the harmonic saddle region.

With \(F=1\), insert (5) and (6) into (4):

\[
\Gamma=\frac{1}{\sqrt{2\pi\beta}}\;
\frac{e^{-\beta V_S}\,(2\pi/\beta)^{(n-1)/2}\,\prod_{j}1/\omega'_j}
{e^{-\beta V_A}\,(2\pi/\beta)^{n/2}\,\prod_{i}1/\omega_i}.
\]

The powers of \(2\pi/\beta\) leave \((2\pi/\beta)^{-1/2}=\sqrt{\beta/2\pi}\). Together with the velocity factor this is

\[
\frac{1}{\sqrt{2\pi\beta}}\sqrt{\frac{\beta}{2\pi}}=\frac1{2\pi},
\]

so the temperature cancels from the prefactor:

\[
\Gamma=\frac1{2\pi}\,\frac{\prod_{i=1}^{n}\omega_i}{\prod_{j=1}^{n-1}\omega'_j}\;e^{-\Delta V/k_BT}. \tag{9}
\]

Replacing each \(\omega\) by \(2\pi\nu\) puts \(n\) factors \(2\pi\) above and \(n-1\) below. The one left over cancels \(1/2\pi\), and (9) becomes (1).

The omission of the unstable mode can now be traced. Its coordinate is not integrated over at the saddle, because the dividing plane fixes it at zero. Its velocity supplies the factor \(1/\sqrt{2\pi\beta}\). The count of frequencies, one more above than below, is what gives the result the unit of a rate.

For \(n=1\) there are no stable saddle modes, and \(\Gamma=\nu_1e^{-\Delta V/k_BT}\). The prefactor is then simply the vibration frequency in the well. For larger \(n\) the other modes enter too, unless their frequencies are the same at A and at S and cancel. Suppose that one mode at A has a counterpart at S. The pair contributes \(\omega/\omega'\), the ratio of its thermal width at the saddle to that in the well. A passage that is softer than the well across the jump direction raises the rate, and a narrow passage lowers it.

## Second half: recrossing, masses, limits and a worked example

The following symbols and results are carried over. Coordinates are mass-weighted, \(q_i=\sqrt{m_i}x_i\), and \(K\) is the curvature matrix built from the Hessian \(\Phi\) by (2). The minimum A has frequencies \(\omega_i\). The saddle S has real frequencies \(\omega'_j\) and one unstable mode with direction \(e_0\), coordinate \(Q_0\) and curvature \(-\gamma^2\), where \(\gamma=|\omega_u|\). The thermal flux through a plane with unit normal \(u=c_0e_0+\sum_jc_je_j\) is \(\Gamma_u=\Gamma/\sqrt F\), with \(F=-\gamma^2u^TK_S^{-1}u\le1\) and \(\Gamma\) given by (9). As before, \(\beta=1/k_BT\).

This part has derived Vineyard's formula from the thermal flux through a plane at the saddle, and has shown that this flux is least when the plane is normal to the unstable mode in mass-weighted coordinates. It remains to show that recrossings account for the excess flux through tilted planes, to find how the masses enter, to treat free translations and the limits of the formula, and to work through an example.
